\section*{Gerischer Electron Transfer at n-Type Electrodes with Fixed Band Edges}

\section{Where the electron can go}

\textbf{Q.} An electron in the conduction band has energy $E$, and a dissolved ion has one redox level $E_0$. Why does transfer not require $E=E_0$?

\textbf{A.} Because $E_0$ compares relaxed solvents, while the electron transfers with the nuclei at rest. Take a classical harmonic solvent with one coordinate $X$ and equal curvatures for the oxidized ion (Ox) and the reduced ion (Red):
\begin{equation}
G_{\rm ox}=\lambda X^2,\qquad G_{\rm red}=E_0+\lambda(X-1)^2 .
\end{equation}
Here $\lambda$ is the reorganization energy. Energy conservation at fixed $X$ requires $E+G_{\rm ox}=G_{\rm red}$, hence
\begin{equation}
E=E_0+\lambda-2\lambda X .
\end{equation}
Around Ox, $X$ has the Boltzmann weight $\exp(-\lambda X^2/kT)$, with mean 0 and variance $kT/2\lambda$. The level therefore has mean $E_0+\lambda$ and variance $4\lambda^2(kT/2\lambda)=2\lambda kT$. Around Red the mean of $X$ is 1, and the level is centred at $E_0-\lambda$. A linear function of a Gaussian variable is Gaussian, so
\begin{equation}
W_{\rm ox,red}(E)=\frac{1}{\sqrt{4\pi\lambda kT}}
\exp\!\left[-\frac{(E-E_0\mp\lambda)^2}{4\lambda kT}\right],
\label{W}
\end{equation}
with the upper sign for Ox. Many harmonic modes give the same form, since a sum of independent Gaussian variables is Gaussian; sampling an eight-mode solvent confirmed this.

\textbf{Q.} Real vibrations are quantized.

\textbf{A.} The classical form needs $\hbar\omega\ll kT$. I take $T=300$ K, $kT=0.02585$ eV and $\lambda=0.8$ eV. At $E-E_0=0.4$ eV, the thermal Franck--Condon density of one quantum mode exceeds the Gaussian by 0.015\% for $\hbar\omega=1$ meV and by 0.37\% for 5 meV. The factor of 25 between them is that of an error proportional to $\omega^2$. Stiff intramolecular modes lie outside this model.

\section{From one ion to a current}

\textbf{Q.} How does a level distribution become a current density?

\textbf{A.} For weak coupling $H$, the golden rule gives the rate from a filled band state to an empty ion as $(2\pi/\hbar)|H|^2W_{\rm ox}(E)$. A band state normalized in a crystal volume $\Omega$ has amplitude squared proportional to $1/\Omega$ at the surface, and I let the coupling decay with the ion's distance $z$:
\begin{equation}
|H|^2=\frac{A(E)}{\Omega}\exp(-\beta z).
\end{equation}
Let $g(E)$ be the density of states per volume, both spins included, and $f$ the Fermi function. Summing over band states replaces $\Omega^{-1}\sum$ by $\int g\,dE$. A uniform concentration $c_{\rm ox}$ contributes $c_{\rm ox}\int_0^\infty \exp(-\beta z)\,dz=c_{\rm ox}/\beta$. With reduction current counted positive,
\begin{equation}
J_f=e\,c_{\rm ox}\frac{2\pi}{\hbar\beta}
\int_{E_c}^{\infty}A\,g\,f\,W_{\rm ox}\,dE ,
\label{Jf}
\end{equation}
where $E_c$ is the band edge at the surface. This is Gerischer's forward current for the conduction band.

\textbf{Q.} Is the reverse current the same with Red in place of Ox?

\textbf{A.} Spin needs care. Let Ox be a closed shell and Red a doublet. Ox accepts an electron of either spin, but the electron on Red has one spin and, with spin-conserving coupling, can enter half of the band states. Thus
\begin{equation}
J_r=e\,\gamma c_{\rm red}\frac{2\pi}{\hbar\beta}
\int_{E_c}^{\infty}A\,g\,(1-f)\,W_{\rm red}\,dE,
\qquad \gamma=\tfrac12 .
\label{Jr}
\end{equation}

\textbf{Q.} Then do the two currents cancel at equilibrium?

\textbf{A.} They cancel energy by energy. With $y=E-E_0$, the difference of squares in (\ref{W}) is $(y+\lambda)^2-(y-\lambda)^2=4\lambda y$, so
\begin{equation}
\frac{W_{\rm red}}{W_{\rm ox}}=\exp\!\left(-\frac{E-E_0}{kT}\right).
\end{equation}
Balance requires $c_{\rm ox}fW_{\rm ox}=\gamma c_{\rm red}(1-f)W_{\rm red}$. Since $f/(1-f)=\exp[-(E-E_F)/kT]$, the energy $E$ drops out, leaving
\begin{equation}
E_F=E_{\rm eq}=E_0+kT\ln\frac{\gamma c_{\rm red}}{c_{\rm ox}} .
\end{equation}
For equal concentrations, $E_{\rm eq}-E_0=-kT\ln2=-0.0179$ eV.

\section{What fixed edges accomplish}

\textbf{Q.} The Fermi function is still inside the integral. Why should only the total number of surface electrons matter?

\textbf{A.} At fixed $E_c$ and temperature, that number fixes $E_F$ and hence the forward current, but in general the two are not proportional. Suppose that the surface electrons are nondegenerate, $E_c-E_F\gg kT$. Then $f\simeq\exp[(E_F-E)/kT]$ throughout the band, and
\begin{equation}
n_s=\int_{E_c}^\infty gf\,dE=N_c\exp\!\left(\frac{E_F-E_c}{kT}\right),\qquad
N_c=\int_{E_c}^\infty g\,\exp\!\left(-\frac{E-E_c}{kT}\right)dE .
\end{equation}
Eliminating $E_F$ gives $f=(n_s/N_c)\exp[-(E-E_c)/kT]$: the density sets the height of the distribution but not its shape. Inserting this in (\ref{Jf}),
\begin{align}
J_f&=e\,k_{\rm et}\,c_{\rm ox}\,n_s,\label{law}\\
k_{\rm et}&=\frac{2\pi}{\hbar\beta N_c}\int_{E_c}^{\infty}
A\,g\,\exp\!\left(-\frac{E-E_c}{kT}\right)W_{\rm ox}\,dE .\label{ket}
\end{align}
Measure $E$ from $E_c$. If $A$ and $g$ depend on that kinetic energy, the remaining energy in $k_{\rm et}$ is $\Delta=E_c-E_0$, which enters through $W_{\rm ox}$. Fixed edges mean constant $\Delta$, hence constant $k_{\rm et}$, and the forward rate is proportional to $n_s$.

\textbf{Q.} Does that rely on a constant coupling $A$?

\textbf{A.} No. Replacing $A$ by $A(E-E_c)/kT$ multiplies $k_{\rm et}$ by 1.88 in the example below, but the new coefficient stays constant within the tested 0.1\% as the potential varies.

\textbf{Q.} Can the coefficient be evaluated without a numerical integral?

\textbf{A.} For a parabolic band and constant $A$, yes. Put $x=(E-E_c)/kT$. Then $g\,dE=(2/\sqrt\pi)N_c\sqrt{x}\,dx$, whose prefactor follows from the definition of $N_c$ and $\int_0^\infty\sqrt x\,\mathrm e^{-x}dx=\sqrt\pi/2$. In the exponent of $W_{\rm ox}$,
\begin{equation}
\frac{(\Delta-\lambda+xkT)^2}{4\lambda kT}
=\frac{(\Delta-\lambda)^2}{4\lambda kT}
+\frac{\Delta-\lambda}{2\lambda}x+\frac{kT}{4\lambda}x^2 .
\end{equation}
The first term belongs to $W_{\rm ox}(E_c)$. Adding the Boltzmann exponent $x$ to the second gives $sx$, with
\begin{equation}
s=1+\frac{\Delta-\lambda}{2\lambda}=\frac{\lambda+\Delta}{2\lambda},
\qquad b=\frac{kT}{4\lambda}.
\end{equation}
Therefore
\begin{equation}
k_{\rm et}=\frac{2\pi A}{\hbar\beta}W_{\rm ox}(E_c)F(s,b),\quad
F=\frac{2}{\sqrt\pi}\int_0^\infty\!\sqrt{x}\,\mathrm e^{-sx-bx^2}dx .
\end{equation}
The parabolic cylinder function has the representation
\begin{equation}
D_{-3/2}(v)=\frac{\mathrm e^{-v^2/4}}{\Gamma(3/2)}\int_0^\infty t^{1/2}\mathrm e^{-vt-t^2/2}dt .
\end{equation}
Setting $t=\sqrt{2b}\,x$ and $v=s/\sqrt{2b}$ makes $vt=sx$, $t^2/2=bx^2$ and $t^{1/2}dt=(2b)^{3/4}\sqrt x\,dx$. Since $\Gamma(3/2)=\sqrt\pi/2$,
\begin{equation}
F=(2b)^{-3/4}\exp\!\left(\frac{s^2}{8b}\right)
D_{-3/2}\!\left(\frac{s}{\sqrt{2b}}\right).
\end{equation}
For $s>0$ and $b\ll s^2$, expanding $\mathrm e^{-bx^2}\simeq1-bx^2$ and using $\Gamma(7/2)/\Gamma(3/2)=15/4$ gives
\begin{equation}
F\simeq s^{-3/2}\left(1-\frac{15b}{4s^2}\right).
\end{equation}

\section{Numbers and the rectifying curve}

\textbf{Q.} What does this give for definite parameters?

\textbf{A.} I use round model values: effective mass $0.3$ electron masses, $\Delta=0.4$ eV, and both ions at 0.01 mol/L, or $6.022\times10^{18}$ cm$^{-3}$. The coupling is $A=(0.01\ {\rm eV})^2(3\times10^{-23}\ {\rm cm^3})=3\times10^{-27}$ eV$^2$\,cm$^3$, with $\beta=10^8$ cm$^{-1}$. Then $s=1.2/1.6=0.75$ and $b=0.00808$. The leading form of $F$ gives 1.540, the next order 1.457, and the full function 1.465. With $W_{\rm ox}(E_c)=0.2836$ eV$^{-1}$,
\begin{equation}
k_{\rm et}=\frac{2\pi A}{\hbar\beta}(0.2836\ {\rm eV^{-1}})(1.465)
=1.19\times10^{-19}\ {\rm cm^4/s}.
\end{equation}
For this mass $N_c=4.123\times10^{18}$ cm$^{-3}$, so the equilibrium surface density is
\begin{equation}
n_{s0}=N_c\exp\!\left(-\frac{0.4+0.0179}{0.02585}\right)
=3.93\times10^{11}\ {\rm cm^{-3}} .
\end{equation}
The product $k_{\rm et}c_{\rm ox}=0.716$ cm/s is a transfer velocity, and the exchange current density is $J_0=e(0.716\ {\rm cm/s})n_{s0}=4.51\times10^{-8}$ A/cm$^2$.

\textbf{Q.} You have the forward current. What does the reverse current do as the potential changes?

\textbf{A.} For nondegenerate electrons $1-f\simeq1$ in (\ref{Jr}), and at fixed $\Delta$ nothing left in the integral depends on potential. Its value is therefore the equilibrium one, $J_0$. Define the overpotential by $\eta=U-U_{\rm eq}$. A positive electrode potential lowers electron energies, so $E_F=E_{\rm eq}-e\eta$ relative to the solution. With $E_c$ fixed, $n_s/n_{s0}=\exp(-e\eta/kT)$, and
\begin{equation}
J=J_f-J_r=J_0\left(\frac{n_s}{n_{s0}}-1\right)
=J_0\left[\exp\!\left(-\frac{e\eta}{kT}\right)-1\right].
\label{diode}
\end{equation}
Sums over individual band states, with the full Fermi function, give:

\begin{center}
\begin{tabular}{rccc}
$\eta$ (V) & $n_s$ (cm$^{-3}$) & $J_f$ (A/cm$^2$) & $J$ (A/cm$^2$)\\
$-0.20$ & $9.00\times10^{14}$ & $1.03\times10^{-4}$ & $1.03\times10^{-4}$\\
$-0.05$ & $2.72\times10^{12}$ & $3.12\times10^{-7}$ & $2.67\times10^{-7}$\\
$0$ & $3.93\times10^{11}$ & $4.51\times10^{-8}$ & $0$\\
$0.20$ & $1.72\times10^{8}$ & $1.97\times10^{-11}$ & $-4.51\times10^{-8}$
\end{tabular}
\end{center}

From $\eta=0$ to $-0.20$ V, density and forward current both grow by a factor of 2290. At $+0.20$ V the forward current has nearly vanished and the net current has saturated at $-J_0$.

\textbf{Q.} Could the surface run short of electrons before they reach the ions?

\textbf{A.} The current--potential curve (\ref{diode}) assumes that electrons in the space-charge layer stay in quasi-equilibrium with the bulk. One necessary comparison is with the one-way thermal flux per unit density,
\begin{equation}
\int_0^\infty v\sqrt{\frac{m}{2\pi kT}}\,\exp\!\left(-\frac{mv^2}{2kT}\right)dv
=\sqrt{\frac{kT}{2\pi m}}=4.9\times10^6\ {\rm cm/s},
\end{equation}
which far exceeds 0.716 cm/s. This does not exclude slow drift and diffusion through the depletion layer, or depletion of ions in the solution; the model assumes both absent.

\section{When the shape of the distribution changes}

\textbf{Q.} Suppose that the edges stay fixed but the surface fills with electrons. Does proportionality survive?

\textbf{A.} Not strictly. Let $\zeta=\exp[(E_F-E_c)/kT]$. For small $\zeta$,
\begin{equation}
f=\frac{\zeta\mathrm e^{-x}}{1+\zeta\mathrm e^{-x}}
=\zeta\mathrm e^{-x}-\zeta^2\mathrm e^{-2x}+\cdots .
\end{equation}
The second term replaces $\mathrm e^{-x}$ by $\mathrm e^{-2x}$. In the density integral this produces $2^{-3/2}$; in the current integral it changes $s$ to $s+1$. Hence $n_s=N_c(\zeta-2^{-3/2}\zeta^2+\cdots)$, while $J_f$ is proportional to $\zeta F(s,b)-\zeta^2F(s+1,b)+\cdots$. Dividing, with $k_{\rm eff}=J_f/(e\,c_{\rm ox}n_s)$,
\begin{equation}
\frac{k_{\rm eff}}{k_{\rm et}}
=1+\zeta\left[2^{-3/2}-\frac{F(s+1,b)}{F(s,b)}\right]+O(\zeta^2).
\end{equation}
At leading order in $b$, the ratio of $F$ values is $[s/(s+1)]^{3/2}$. At this order the bracket is positive for $s<1$, that is, for $\Delta<\lambda$: filling pushes electrons upward, towards the maximum of $W_{\rm ox}$. Corrections in $b$ move the change of sign to a $\Delta$ somewhat below $\lambda$.

Here the bracket is 0.0615, and the state sum at $\zeta=\mathrm e^{-4}$ gives 0.0611. With $E_F=E_c$, outside the strict range of the expansion, $k_{\rm eff}$ is 4.7\% above $k_{\rm et}$. The density is then $3.155\times10^{18}$ cm$^{-3}$, or $0.765N_c$, whereas the Boltzmann formula would give $N_c$. In this example, with the edge held fixed by assumption, proportionality to the actual density outlasts the exponential dependence on potential. A real surface this full is in strong accumulation, where the edge does move: for the donor density and Helmholtz capacitance of the next section it rises by about 16 meV at $E_F=E_c$, and $J_f$ then lies about 19\% above the fixed-edge law rather than 4.7\%.

\section{How fixed are the edges?}

\textbf{Q.} Charge in the semiconductor must also produce a potential drop in the Helmholtz layer. Have you assumed that away?

\textbf{A.} So far, yes; it can be calculated. Neglect holes and surface states, and assume an excess of supporting electrolyte, so that no potential drops across a diffuse layer and the ion concentrations stay uniform. Without it, a 1:1 electrolyte at 0.01 mol/L has a diffuse-layer capacitance of only about $23\ \mu$F/cm$^2$, and its drop would be comparable to the Helmholtz drop found below. Let $u(r)$ be the upward band bending divided by $kT$ at depth $r$. For donor density $N_D$, $n=N_D\mathrm e^{-u}$, and the charge density is $eN_D(1-\mathrm e^{-u})$. The electrostatic potential is $-kTu/e$, so Poisson's equation with permittivity $\varepsilon$ becomes
\begin{equation}
u''=\frac{1-\mathrm e^{-u}}{L_D^2},\qquad
L_D^2=\frac{\varepsilon kT}{e^2N_D}.
\end{equation}
Multiply by $u'$ and integrate from the bulk, where $u=u'=0$:
\begin{equation}
\tfrac12(u')^2=\frac{u-1+\mathrm e^{-u}}{L_D^2}.
\end{equation}
In depletion, $u(0)>0$, bending decreases inward, so $u'(0)<0$; in accumulation the signs of $u'(0)$ and of the charge are reversed. Integrating the charge density gives $Q=-(\varepsilon kT/e)u'(0)$, or
\begin{equation}
Q=\frac{\varepsilon kT}{eL_D}\sqrt{2(u_s-1+\mathrm e^{-u_s})},
\end{equation}
with $u_s=u(0)$. Across a Helmholtz capacitance $C_H$ the drop is $Q/C_H$, which lowers $E_c$ by $eQ/C_H$ from its flat-band position.

Take $N_D=10^{16}$ cm$^{-3}$, relative permittivity 10 and $C_H=10\ \mu$F/cm$^2$, with $\Delta=0.4$ eV at flat band. Then $L_D=37.8$ nm. At 0.5 eV of bending the edge has dropped by 3.7 meV, and $J_f$ is 3.1\% below the fixed-edge law evaluated at the same $n_s$.

\textbf{Q.} Why does so small a shift matter at all, and what if it were large?

\textbf{A.} Let $\phi=kTu_s/e$ and $C_{\rm sc}=dQ/d\phi$. Ions across the Helmholtz layer balance the semiconductor charge, so the two layers act as capacitors in series, and the Helmholtz layer takes a fraction
\begin{equation}
\theta=\frac{C_{\rm sc}}{C_{\rm sc}+C_H}
\end{equation}
of a change $dU$. Thus $d\phi=(1-\theta)dU$ and $d\Delta=-e\theta\,dU$. Since $n_s=N_D\exp(-e\phi/kT)$, the density contributes $-(e/kT)(1-\theta)$ to $d\ln J_f/dU$. For the coefficient, differentiate $W_{\rm ox}$ in (\ref{ket}) at fixed kinetic energy $K=E-E_c$:
\begin{equation}
kT\frac{d\ln k_{\rm et}}{d\Delta}
=\frac{\lambda-\Delta-\langle K\rangle}{2\lambda}\equiv\alpha ,
\end{equation}
where $\langle K\rangle$ is weighted by the integrand of (\ref{ket}). Adding the contributions,
\begin{equation}
-\frac{kT}{e}\frac{d\ln J_f}{dU}=1-\theta+\theta\alpha .
\end{equation}
As $\theta\to0$, the slope is one and the current follows $n_s$. As $\theta\to1$, $n_s$ stays constant and the slope is $\alpha$: the potential then acts on the transfer step itself. If $\Delta+\langle K\rangle>\lambda$, $\alpha$ is negative, and raising the edge slows transfer.

At 0.2 eV of bending, $\theta=0.0063$ and $\alpha=0.22$, so the slope is 0.995. To illustrate a large shift in the formulas, reduce $C_H$ to $0.1\ \mu$F/cm$^2$. This is not a realistic contact for the present coupling: even at relative permittivity 1 such a layer would be about 9 nm thick, far too thick for tunnelling with $\beta=10^8$ cm$^{-1}$. The formulas then give $\theta=0.389$, $\alpha=0.353$ and a slope of $0.611+0.389\times0.353=0.748$. Numerical differentiation of the current agrees in both cases.

\textbf{Q.} Is there a direct case in which the density stays the same but the rate does not?

\textbf{A.} Raise both $E_c$ and $E_F$ by 0.1 eV relative to the solution. Their separation, and hence $n_s$, is unchanged, but the forward current grows by a factor of 2.08. Surface density determines the forward current once $\Delta$ is fixed; here $\Delta$ has changed. The remaining values are in the numerical output.

\section*{Numbers as computed}
\begin{verbatim}
temperature 300 K, kT = 0.02585 eV
effective mass 0.30 m_e, N_c = 4.1234e+18 cm^-3
lambda = 0.80 eV, Delta = 0.40 eV
each ion: 0.010 mol/L = 6.0221e+18 cm^-3; gamma = 0.5
coupling H0 = 0.01 eV, cell volume = 3.0e-23 cm^3
A = 3.000e-27 eV^2 cm^3, beta = 1.0e+08 cm^-1
quantum/classical W - 1: 1.465e-04 (1 meV), 3.661e-03 (5 meV)
W_ox at band edge = 0.28356 eV^-1
s = 0.7500, b = 0.008079
F exact = 1.46474, leading = 1.53960, next = 1.45668
k_et = 1.1894e-19 cm^4/s
E_eq - E0 = -0.01792 eV
n_s at equilibrium = 3.9312e+11 cm^-3
J0 = 4.5115e-08 A/cm^2
fixed edges: eta/V, n_s/cm^-3, J_forward, J_net in A/cm^2
   -0.20  9.0020e+14  1.0331e-04  1.0326e-04
   -0.10  1.8812e+13  2.1590e-06  2.1138e-06
   -0.05  2.7195e+12  3.1209e-07  2.6698e-07
    0.00  3.9312e+11  4.5115e-08  0.0000e+00
    0.05  5.6827e+10  6.5216e-09  -3.8593e-08
    0.20  1.7166e+08  1.9700e-11  -4.5095e-08
k ratio, coupling proportional to energy/kT: 1.8764
degeneracy coefficient: formula 0.06151, state sum 0.06112
E_F at band edge: n_s = 3.1550e+18 cm^-3, k_eff/k_et = 1.0471
N_D = 1.0e+16 cm^-3, relative permittivity 10
Debye length = 37.80 nm, C_H = 10.0 uF/cm^2
band bending at equilibrium = 0.2622 eV
moving edge: bending/eV, U-U_fb/V, edge drop/meV,
  n_s/cm^-3, J_forward/(A/cm^2), ratio to fixed-edge law
  0.0  0.00000  0.000  9.9914e+15  1.1468e-03  1.0001
  0.1  0.10146  1.456  2.0896e+14  2.3685e-05  0.9877
  0.3  0.30279  2.789  9.1248e+10  1.0226e-08  0.9765
  0.5  0.50367  3.668  3.9845e+07  4.4316e-12  0.9692
at bending 0.2 eV: C_H/(uF/cm^2), theta, alpha, log slope
  10.0  0.00634  0.22102  0.99506
  0.1  0.38946  0.35273  0.74791
edge raised 0.1 eV at fixed n_s: J_forward times 2.0814
transfer velocity k_et*c_ox = 0.7163 cm/s
thermal supply velocity = 4.9114e+06 cm/s
\end{verbatim}
